# Vacancy Density of States by Doubled Chebyshev Moments with the Jackson Kernel

## The situation and the model

Remove one atom from a graphene-like sheet. Three neighbours lose a bond, and in the nearest-neighbour model a sharp feature appears at the middle of the band in the local density of states (LDOS) beside the hole. To see it at a resolution of about 25 meV with little disturbance from periodic images, the cell needs of the order of a hundred thousand sites or more. Full diagonalization is then very costly, but a sparse matrix can still be applied to a vector a few hundred times. How many applications does a wanted resolution cost, and how large must the cell be?

The model has one orbital per site of a honeycomb lattice, hopping $-t$ between nearest neighbours and zero on-site energy. The two sublattices are A and B. The cell holds $L\times L$ primitive cells with periodic boundaries, and one A site is deleted. The normalised orbital $|0\rangle$ sits on a B site next to the hole. With eigenstates $H|k\rangle=E_k|k\rangle$, the wanted quantity, per spin, is

$$\rho(E)=\sum_k|\langle 0|k\rangle|^2\,\delta(E-E_k).$$

No row of $H$ has more than three entries of size $t$, so $|E_k|\le 3t$. I use the scaling half-width $a=1.01\times3t$, which keeps $x=E/a$ inside $(-1,1)$, and write $\tilde H=H/a$.

## Expansion in moments

With $x=\cos\varphi$, the Chebyshev polynomials are $T_n(x)=\cos n\varphi$. They obey

$$\int_{-1}^{1}\frac{T_nT_m}{\sqrt{1-x^2}}\,dx=\frac{\pi}{2}(1+\delta_{n0})\,\delta_{nm}.$$

Expanding $\sqrt{1-x^2}\,\delta(x-x_k)$ in $T_n(x)$ gives coefficients $T_n(x_k)/\pi$ for $n=0$ and $2T_n(x_k)/\pi$ otherwise. Since $\delta(E-E_k)=\delta(x-x_k)/a$ and $a\sqrt{1-x^2}=\sqrt{a^2-E^2}$,

$$\rho(E)=\frac{\mu_0+2\sum_{n\ge1}\mu_nT_n(E/a)}{\pi\sqrt{a^2-E^2}},\qquad \mu_n=\langle0|T_n(\tilde H)|0\rangle .$$

The vectors $v_m=T_m(\tilde H)|0\rangle$ follow from $\cos(m+1)\varphi+\cos(m-1)\varphi=2\cos\varphi\cos m\varphi$:

$$v_{m+1}=2\tilde Hv_m-v_{m-1},\qquad v_0=|0\rangle,\quad v_1=\tilde Hv_0 .$$

Taking $\mu_m=\langle v_0|v_m\rangle$ would give one moment per product. The identity $2T_mT_n=T_{m+n}+T_{|m-n|}$ gives two. As $\tilde H$ is Hermitian, $\langle v_m|v_n\rangle=\langle0|T_mT_n|0\rangle=\tfrac12(\mu_{m+n}+\mu_{|m-n|})$. Setting $n=m$, and then replacing the first index by $m+1$,

$$\mu_{2m}=2\langle v_m|v_m\rangle-\mu_0,\qquad \mu_{2m+1}=2\langle v_{m+1}|v_m\rangle-\mu_1 .$$

For even $N$, the moments $\mu_0,\dots,\mu_{N-1}$ need vectors up to $v_{N/2}$, hence $N/2$ products. The trick needs the same vector on both sides. For $\langle b|T_n|0\rangle$ with $b\ne0$, the left vector would be $T_m|b\rangle$, which in general requires a second recurrence and removes the gain. The present lattice allows an exception when $b$ lies on the other sublattice. The diagonal moments then vanish for odd $n$ and $\langle b|T_n|0\rangle$ vanishes for even $n$, so one doubled run started from $|0\rangle+|b\rangle$ gives $2\langle b|T_n|0\rangle$ as its odd moments.

## The Jackson kernel

Cutting the series at $N$ terms produces oscillations and negative densities. Replace $\mu_n$ by $g_n\mu_n$, with $g_0=1$. A level at $x_0=\cos\varphi_0$ then has the image

$$\frac{1}{2\pi\sin\varphi}\left[K(\varphi-\varphi_0)+K(\varphi+\varphi_0)\right],\qquad K(\theta)=1+2\sum_{n=1}^{N-1}g_n\cos n\theta,$$

because $2\cos n\varphi\cos n\varphi_0=\cos n(\varphi-\varphi_0)+\cos n(\varphi+\varphi_0)$.

The image is non-negative if $K$ is a squared modulus, $K=|\sum_{j=0}^{N-1}c_je^{ij\theta}|^2$ with real $c_j$. Multiplying out gives $g_n=\sum_jc_jc_{j+n}$, and $g_0=1$ means $\sum_jc_j^2=1$.

The angular spread of $K$, measured by the mean of $1-\cos\theta$, is $1-g_1$. To minimise it, maximise $g_1=\sum_jc_jc_{j+1}$. This is the quadratic form of an open chain with matrix elements $\tfrac12$ between neighbours. Its eigenvectors are proportional to $\sin[(j+1)q]$ with eigenvalue $\cos q$. The chain end requires $\sin[(N+1)q]=0$, and the largest eigenvalue has

$$q=\frac{\pi}{N+1},\qquad c_j=\sqrt{\frac{2}{N+1}}\,\sin[(j+1)q].$$

For the factors, use $2\sin\alpha\sin\beta=\cos(\alpha-\beta)-\cos(\alpha+\beta)$:

$$g_n=\frac{1}{N+1}\sum_{j=1}^{N-n}\left[\cos nq-\cos(2j+n)q\right].$$

The first part sums to $(N-n)\cos nq$. The second sum is

$$\sum_{j=1}^{N-n}\cos(2j+n)q=\frac{\sin[(N-n)q]}{\sin q}\cos[(N+1)q]=-\frac{\sin[(n+1)q]}{\sin q},$$

since $(N+1)q=\pi$ and $(N-n)q=\pi-(n+1)q$. Expanding $\sin[(n+1)q]$ gives

$$g_n=\frac{(N-n+1)\cos nq+\sin nq\,\cot q}{N+1}.$$

## Resolution

By orthogonality, the image of a level at $x_0$ has the averages $\langle T_n\rangle=g_nT_n(x_0)$. Thus $\langle x\rangle=g_1x_0$ and, from $x^2=(1+T_2)/2$, $\langle x^2\rangle=\tfrac12[1+g_2(2x_0^2-1)]$. The variance is

$$\langle x^2\rangle-\langle x\rangle^2=\frac{1-g_2}{2}+x_0^2\,(g_2-g_1^2).$$

Let $s=\sin q$. Then $g_1^2=1-s^2$. Since $\sin2q\cot q=2\cos^2q=1+\cos2q$,

$$g_2=\frac{N\cos2q+1}{N+1}=1-\frac{2Ns^2}{N+1},\qquad g_2-g_1^2=-\frac{N-1}{N+1}s^2 .$$

The standard deviation in energy is therefore

$$\sigma(x_0)=a\sin q\,\sqrt{\frac{N-(N-1)x_0^2}{N+1}} .$$

At mid-band this tends to $\pi a/N$ for large $N$. At the ends $x_0=\pm1$ it tends to $\pi a/N^{3/2}$. Between them, while $1-x_0^2\gg1/N$, it is close to $(\pi a/N)\sqrt{1-x_0^2}$.

A standard deviation is not a full width. For large $N$ set $u=N\theta$ and turn the sum over $j$ into an integral:

$$\int_0^1\sin(\pi y)\,e^{iuy}dy=\frac{\pi(1+e^{iu})}{\pi^2-u^2}\quad\Rightarrow\quad K\propto\frac{\cos^2(u/2)}{(1-u^2/\pi^2)^2}.$$

The shape is close to a Gaussian near its centre, but its tails fall as $u^{-4}$. Two equal levels at mid-band show a dip between them when their separation exceeds $2.15\,\pi a/N$ (computed at $N=1024$). "Resolution $\pi a/N$" thus means the standard deviation of one line, not the smallest separation that can be distinguished.

## Pseudocode

```
input: sparse H, start index s, even N, half-width a
v_old = unit vector at s
v     = (H v_old)/a
mu[0] = 1;  mu[1] = <v_old|v>
for m = 1 ... N/2 - 1:
    mu[2m]   = 2 <v|v> - mu[0]
    v_new    = 2 (H v)/a - v_old
    mu[2m+1] = 2 <v_new|v> - mu[1]
    v_old, v = v, v_new
for each energy E with |E| < a:
    sum = g[0] mu[0] + 2 SUM(n=1..N-1) g[n] mu[n] cos(n arccos(E/a))
    rho(E) = sum / (pi sqrt(a^2 - E^2))
```

The moments do not depend on where the series is cut, but the $g_n$ do. A lower resolution can be obtained from the same moments by shortening the list and recomputing the factors.

## Cell size and cost

The moment $\mu_n$ contains powers of $H$ up to $H^n$, and $\langle0|H^n|0\rangle$ is a sum over closed walks of $n$ hops. Two hops displace a walker by at most one shortest lattice vector, so a walk that winds round the cell needs at least $2L$ hops. A walk with $n<2L$ that does not wind stays within fewer than $L$ hops of its start, while the nearest image of the vacancy is at least $2L-1$ hops away. Hence

$$N\le2L$$

makes all moments equal to those of one vacancy in an infinite sheet.

Comparing $L=10$ with $L=20$ tests this. The moments with $n<20$ agree within $2.2\times10^{-16}$, and $\mu_{20}$ differs by $2.5\times10^{-4}$. That size can be traced. Of the six straight walks that wind once in $2L$ hops, four pass through the missing site or its image. Each of the other two contributes $(t/a)^{2L}$ times the leading coefficient $2^{2L-1}$ of $T_{2L}$, so together they give $(2t/a)^{2L}=(5.40/8.181)^{20}=2.5\times10^{-4}$.

For a target $\sigma$ at mid-band, $N\approx\pi a/\sigma$ and the number of products is $\pi a/(2\sigma)$. Each product costs about three multiplications per site, and three vectors are stored besides $H$. If $L=N/2$ is kept, the number of sites grows as $\sigma^{-2}$ and the total work as $\sigma^{-3}$. Halving the width costs eight times the work.

## Stability and failure modes

A rounding error $\epsilon$ made at one step of the recurrence returns $r$ steps later as $U_r(\tilde H)\epsilon$, where $U_r=\sin[(r+1)\varphi]/\sin\varphi$. On $[-1,1]$ this is at most $r+1$ in size, so a single error grows no faster than linearly. For $L=10$ and $N=1024$ the doubled moments agree with full diagonalization within $1.2\times10^{-13}$.

On this lattice the odd moments vanish, since every closed walk has even length, so half of the doubling goes untested. With a second-neighbour hopping of 0.1 eV the largest odd moment is 0.448, and the agreement is still within $6.1\times10^{-14}$. Both runs used 512 products for 1024 moments.

The main failures are these.

- **Half-width too small.** For a scaled eigenvalue $1+\eta$ with small $\eta>0$, $T_n=\cosh(n\,\mathrm{arccosh}(1+\eta))$ grows roughly as $\tfrac12e^{n\sqrt{2\eta}}$. A moment with $|\mu_n|>1$ shows that the bound was violated. Too large an $a$ is safe but widens every line: away from the band ends the width goes as $\sqrt{a^2-E^2}$, which at mid-band is proportional to $a$.
- **No damping.** For $L=10$, $N=1024$ and $|E|\le0.99a$ the undamped series falls to about $-1.1$ eV$^{-1}$; right next to $E=\pm a$ the factor $1/\sqrt{a^2-E^2}$ drives it much lower. With the Jackson factors the lowest value found is $1.5\times10^{-7}$ eV$^{-1}$.
- **Too many moments for the cell.** When $N>2L$ the moments begin to feel the finite cell, and for $N$ far enough above $2L$ the series resolves its discrete levels. The result may then look sharp, but it no longer describes an isolated vacancy.

## The zero mode as a ruler

The mid-band width can be measured on a level whose energy and weight are known. At $E=0$, the amplitudes on the $L^2$ B sites must satisfy one equation at each of the $L^2-1$ remaining A sites, so at least one solution exists. Let $f(\mathbf k)=1+e^{ik_1}+e^{ik_2}$. If $L$ is not a multiple of 3, $f$ vanishes nowhere on the mesh of the cell. The clean matrix from B to A is then invertible, and deleting one row leaves one zero mode.

Applied to this mode $\psi$, the clean matrix gives zero except for some value $c$ at the missing site. There, $-t(\psi_1+\psi_2+\psi_3)=c$. The solution is unique up to a factor and the source has threefold symmetry, so the three neighbours are equal and $\psi_1=-c/(3t)$. In Fourier space $|\psi_{\mathbf k}|=|c|/(Lt|f|)$, so

$$\sum_i|\psi_i|^2=\frac{c^2}{t^2}S,\quad S=\frac1{L^2}\sum_{\mathbf k}\frac1{|f|^2},\qquad w=\frac{|\psi_1|^2}{\sum_i|\psi_i|^2}=\frac1{9S}.$$

For $L=10$ the eigenvector, the sum over $\mathbf k$ and the integrated Chebyshev peak all give $w=0.10954$. The next level lies at 1.031 eV, so the peak stands alone. Its measured widths, at fixed $L$, are

| $N$ | FWHM (meV) | FWHM/2.355 (meV) | $\pi a/N$ (meV) |
|---|---|---|---|
| 256 | 237.8 | 101.0 | 100.4 |
| 512 | 119.1 | 50.6 | 50.2 |
| 1024 | 59.6 | 25.3 | 25.1 |

FWHM is the full width at half maximum, and 2.355 converts it to a standard deviation for a Gaussian. The excess over $\pi a/N$ is below one per cent. The line is thus $1/N$ wide as derived, with an FWHM of about $2.4\,\pi a/N$.

## From a level to a resonance

Near each of the two zeros of $f$, $|f|\approx\tfrac{\sqrt3}{2}pd$, where $p$ is the distance in reciprocal space and $d$ the lattice constant. The zone area is $8\pi^2/(\sqrt3d^2)$, so

$$S\simeq2\,\frac{\sqrt3d^2}{8\pi^2}\int\frac{4}{3p^2d^2}\,2\pi p\,dp=C\ln L+\text{const},\qquad C=\frac{2}{\sqrt3\,\pi},$$

as the smallest $p$ scales as $1/L$. From $L=1024$ to 2048 the computed growth is 0.2554, against $C\ln2=0.2548$. The weight $w$ falls as $1/\ln L$, and in the infinite sheet no normalisable zero mode remains.

The infinite sheet follows from embedding. Let $g(z)$ be the diagonal clean Green function and $g_{10}$ its element between neighbours. An energy $V$ on site 0 changes the neighbour's element to $g+g_{10}V(1-Vg)^{-1}g_{01}$. Letting $V\to\infty$ removes the site:

$$G(z)=g-\frac{g_{10}^2}{g},\qquad g_{10}=\frac{1-zg}{3t}.$$

The second relation is the row $zg+3tg_{10}=1$ of $(z-H)g=1$. At low energy the same integral near the zeros of $f$ gives, for $E>0$ and a cutoff $\Lambda$ of the order of the bandwidth,

$$g(E+i0)\simeq-\frac{CE}{t^2}\left[\ln\frac{\Lambda}{E}+\frac{i\pi}{2}\right].$$

Then $G\simeq-1/(9t^2g)$, and $\rho=-\mathrm{Im}\,G/\pi$ is

$$\rho(E)\simeq\frac{1}{18C|E|\left[\ln^2(\Lambda/|E|)+\pi^2/4\right]},$$

which is even in $E$. It diverges at $E=0$ but is integrable. With $\ell=\ln(\Lambda/|E|)$ as variable, the weight within $|E|<\epsilon$ is, to leading logarithmic order, $1/[9C\ln(\Lambda/\epsilon)]$. The peak height therefore has no limit as $N$ grows, and any quoted height must come with its $\sigma$.

## Worked example

Take $t=2.70$ eV and $d=0.246$ nm as inputs of the model; graphene has roughly 2.7 eV and 0.25 nm. Then $a=1.01\times3\times2.70=8.181$ eV. With $N=1024$, $\pi a/N=25.1$ meV, and two equal levels need a separation of $2.15\times25.1=54$ meV to show a dip. The condition $N\le2L$ gives $L=512$: 524,287 sites, a cell edge of 126 nm, and 512 products.

The moments can be checked at a complex energy, where no kernel is needed. With $x=z/a$ and $\lambda=x-\sqrt{x^2-1}$, $|\lambda|<1$, the geometric series for $1+2\sum_n\lambda^n\cos n\varphi$ sums to $\sqrt{x^2-1}/(x-\cos\varphi)$, hence

$$G(z)=\frac{\mu_0+2\sum_{n\ge1}\lambda^n\mu_n}{a\sqrt{x^2-1}} .$$

At $z=0.3+0.3i$ eV this and the embedding formula both give $0.092431-0.250300i$ eV$^{-1}$.

The LDOS beside the vacancy, from one set of moments at $L=512$, is

| $N$ | $\rho(0)$ (eV$^{-1}$) | $\sqrt{2\pi}\,\sigma\rho(0)$ | $\rho(1\ \mathrm{eV})$ (eV$^{-1}$) |
|---|---|---|---|
| 256 | 0.277 | 0.0697 | 0.04763 |
| 512 | 0.478 | 0.0601 | 0.04754 |
| 1024 | 0.842 | 0.0530 | 0.04753 |

Here $\sigma=\pi a/N$. At 1 eV the value has settled, and embedding gives 0.04752 eV$^{-1}$. At zero it keeps rising. The third column estimates the weight inside the line. By the logarithmic law its inverse should grow by $9C\ln2=9\times0.2548=2.29$ per doubling of $N$. The inverses are about 14.4, 16.6 and 18.9, so the steps agree with this leading-order value within a few per cent, as expected for the integrable divergence. In the clean sheet at $N=512$ the LDOS at zero is 0.00098 eV$^{-1}$, nearly 500 times below the value beside the vacancy at the same $N$.

At fixed $N=1024$, going from $L=512$ to $L=256$ changes $\rho(0)$ by $+0.02$ % and $\rho(1\ \mathrm{eV})$ by $-0.22$ %. Going to $L=128$ changes them by $+7.2$ % and $-7.9$ %. The condition $N\le2L$, sufficient by the walk argument, is thus stricter than needed here: at these two energies $L=256$, half the cell edge, already keeps the changes to a few tenths of a per cent.

## Beside real graphene

The hopping and lattice constant are typical of graphene, but a peak pinned at zero energy is a property of the model. Rough parameters size what was left out. The first two use $L=256$ and $N=1024$, a smaller cell than $N\le2L$ asks for, so they serve as estimates. Their peak positions also still depend on the kernel width: in an infinite sheet without kernel broadening the two shifts are about $-51$ and $-134$ meV, so the values below are too large in size by about 8 and 6 meV.

A second-neighbour hopping of 0.1 eV (matrix element $-0.1$ eV) moves the peak by $-59$ meV from the band-crossing energy of the clean sheet. This run needs the wider $a=1.01\,(3t+6\times0.1\ \mathrm{eV})=8.787$ eV, so its $\pi a/N$ is 27 meV, and the opposite sign of the matrix element would reverse the shift. A reconstructed bond of 1 eV (matrix element $-1$ eV) between two of the three neighbours moves it by $-140$ meV and lowers it to 0.376 eV$^{-1}$ on a bonded neighbour. First-order theory gives $-2\times1\ \mathrm{eV}\times w$, about $-89$ meV with $w=0.0445$ of the $L=512$ cell. It has the right sign, but it falls with growing cell size through $w$, so it cannot replace the calculation.

If the zero mode holds one electron, an on-site repulsion $U$ raises the opposite spin by $U\sum_i|\psi_i|^4$, with $\psi$ normalised, in first order and counting that electron's density alone. For $U=3$ eV and $L=512$ this is 29 meV. It is not converged with the cell, because $\psi$ spreads out as the cell grows: the same estimate gives 36 meV at $L=256$ and 24 meV at $L=1024$. Thermal broadening at 300 K has an FWHM of 91 meV, wider than the 60 meV kernel line. For comparison with a room-temperature tunnelling spectrum a larger $N$ therefore has a limited effect: for the nearest-neighbour model the combined FWHM falls from about 130 meV at $N=1024$ to about 110 meV without any kernel broadening.

With these rough parameters the reconstructed bond is the largest of these effects, more than five times $\sigma$; other values of the hoppings could change the order. Dangling sigma bonds, full relaxation and a substrate are not included. For a real vacancy, then, the position of the peak is limited by the Hamiltonian rather than by the Chebyshev resolution. The numerical output below lists most of the values used here.

## Calculated quantities

```
hopping t = 2.70 eV, scaling half-width a = 8.181 eV
moments N = 1024, pi*a/N = 25.10 meV
kernel std at E/a = 0.0: 25.06 meV
kernel std at E/a = 0.8: 15.05 meV
two levels show a dip beyond 2.151 * pi*a/N
L=10, t2=0.0 eV: products 512, max moment error 1.2e-13, max odd moment 0.000
L=10, t2=0.1 eV: products 512, max moment error 6.1e-14, max odd moment 0.448
L=10 zero mode: next level at 1.031 eV
L=10 neighbour weight: eigenvector 0.10954, k sum 0.10954, Chebyshev 0.10954
L=10 N=256: FWHM 237.82 meV, FWHM/2.355 100.99 meV, pi*a/N 100.40 meV
L=10 N=512: FWHM 119.14 meV, FWHM/2.355 50.59 meV, pi*a/N 50.20 meV
L=10 N=1024: FWHM 59.63 meV, FWHM/2.355 25.32 meV, pi*a/N 25.10 meV
L=10 lowest LDOS: Jackson 1.5e-07, undamped -1.098 1/eV
L=10 against L=20: max moment change n<20 2.2e-16, n=20 2.5e-04
growth of S from L=1024 to 2048: 0.2554, law 0.2548
main cell L=512: 524287 sites, edge 126.0 nm, products 512
G(0.3+0.3i eV): Chebyshev 0.092431-0.250300j, embedding 0.092431-0.250300j 1/eV
N=256: LDOS(0) 0.2769 1/eV, height*sqrt(2pi)*sigma 0.0697, LDOS(1 eV) 0.04763 1/eV
N=512: LDOS(0) 0.4778 1/eV, height*sqrt(2pi)*sigma 0.0601, LDOS(1 eV) 0.04754 1/eV
N=1024: LDOS(0) 0.8419 1/eV, height*sqrt(2pi)*sigma 0.0530, LDOS(1 eV) 0.04753 1/eV
embedding LDOS(1 eV) = 0.04752 1/eV
clean sheet N=512: LDOS(0) = 0.00098 1/eV
cell L=128: LDOS(0) shift from L=512 +7.22 %, LDOS(1 eV) shift -7.92 %
cell L=256: LDOS(0) shift from L=512 +0.02 %, LDOS(1 eV) shift -0.22 %
second-neighbour hopping 0.1 eV, L=256: peak shift -59 meV, height 0.6476 1/eV
bond across the vacancy 1.0 eV, L=256: peak shift -140 meV, height 0.3762 1/eV
L=512 zero mode: neighbour weight 0.04447, spin splitting for U = 3.0 eV 28.8 meV
thermal FWHM at 300 K = 91.1 meV
```
